# Chern Numbers of Odd and Even Antiferromagnetic Dirac-Cone Films: a numerical check

```python
"""
Result under test: a film of N antiferromagnetically stacked layers, each with a
Dirac cone on its top and bottom face, has
    H(k) = tau (y sx - x sy) + M sz + T,     (x, y) = hbar v (kx, ky) in meV,
tau = +1/-1 on top/bottom faces, T = hopping S inside a layer and D between
layers, M = exchange m, alternating in sign from layer to layer.
Claims: Chern number C = half the signature of h = T + M; even N gives C = 0;
odd N gives C = 1 exactly when S^2 < D^2 + m^2 and N exceeds N_c, where
    N_c = ln[(D^2+|lm|)/(lp-D^2)] / ln(lp/|lm|),
    lp, lm = [t +- sqrt(t^2 + 4 S^2 D^2)]/2,   t = m^2 + D^2 - S^2.
All energies are in meV.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import e as e_charge, h as h_planck

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
I2 = np.eye(2)


def site_matrices(N):
    """Face sign tau, intralayer bonds, interlayer bonds, exchange pattern."""
    n = 2 * N
    tau = np.diag([(-1.0) ** j for j in range(n)])
    intra, inter = np.zeros((n, n)), np.zeros((n, n))
    for j in range(n - 1):
        bond = intra if j % 2 == 0 else inter
        bond[j, j + 1] = bond[j + 1, j] = 1.0
    pattern = np.diag([(-1.0) ** (j // 2) for j in range(n)])
    return tau, intra, inter, pattern


def chain(N, S, D, m):
    _, intra, inter, pattern = site_matrices(N)
    return S * intra + D * inter + m * pattern


def levels(N, S, D, m):
    return np.linalg.eigvalsh(chain(N, S, D, m))


def chern_signature(N, S, D, m):
    return int(np.sum(np.sign(levels(N, S, D, m)))) // 2


def film(N, S, D, m):
    """k = 0 Hamiltonian and its derivatives with respect to x and y."""
    tau, intra, inter, pattern = site_matrices(N)
    H0 = np.kron(S * intra + D * inter, I2) + np.kron(m * pattern, SZ)
    return H0, -np.kron(tau, SY), np.kron(tau, SX)


def curvature(H, Hx, Hy):
    """Berry curvature summed over the lower half of the bands."""
    E, U = np.linalg.eigh(H)
    half = len(E) // 2
    occ, emp = U[:, :half], U[:, half:]
    X = occ.conj().T @ Hx @ emp
    Y = emp.conj().T @ Hy @ occ
    gap = E[:half, None] - E[None, half:]
    return -2 * np.sum((X * Y.T / gap**2).imag)


def chern_integral(N, S, D, m):
    """Plane integral of the curvature, logarithmic radial grid."""
    H0, Hx, Hy = film(N, S, D, m)
    u = np.linspace(np.log(1e-3), np.log(1e6), 208)
    c, s = np.cos(0.7), np.sin(0.7)
    f = [np.exp(2 * w) * curvature(H0 + np.exp(w) * (c * Hx + s * Hy), Hx, Hy)
         for w in u]
    return float(np.sum(f) * (u[1] - u[0]))


def chern_lattice(N, S, D, m, A=100.0, B=200.0, n=24):
    """Link-variable Chern number of a square-lattice version of the film.
    The intralayer hopping grows away from k = 0, which removes doublers."""
    tau, intra, _, _ = site_matrices(N)
    H0, _, _ = film(N, S, D, m)
    k = 2 * np.pi * np.arange(n) / n
    kx, ky = [a[..., None, None] for a in np.meshgrid(k, k, indexing="ij")]
    H = (H0 + A * np.sin(ky) * np.kron(tau, SX)
         - A * np.sin(kx) * np.kron(tau, SY)
         + B * (2 - np.cos(kx) - np.cos(ky)) * np.kron(intra, I2))
    V = np.linalg.eigh(H)[1][..., :2 * N]
    Vd = np.conj(np.swapaxes(V, -1, -2))
    Lx = np.linalg.det(Vd @ np.roll(V, -1, axis=0))
    Ly = np.linalg.det(Vd @ np.roll(V, -1, axis=1))
    loop = (Lx * np.roll(Ly, -1, axis=0)
            * np.conj(np.roll(Lx, -1, axis=1)) * np.conj(Ly))
    return -float(np.sum(np.angle(loop))) / (2 * np.pi)


def transfer_roots(S, D, m):
    t = m**2 + D**2 - S**2
    root = np.sqrt(t**2 + 4 * S**2 * D**2)
    return (t + root) / 2, (t - root) / 2


def critical_thickness(S, D, m):
    lp, lm = transfer_roots(S, D, m)
    return np.log((D**2 - lm) / (lp - D**2)) / np.log(lp / -lm)


S, D, m = 90.0, 120.0, 30.0
rng = np.random.default_rng(7)

# Spectrum away from k = 0 follows from the k = 0 levels alone.
H0, Hx, Hy = film(7, S, D, m)
direct = np.linalg.eigvalsh(H0 + 17.0 * Hx - 23.0 * Hy)
pred = np.sqrt(17.0**2 + 23.0**2 + levels(7, S, D, m)**2)
assert np.allclose(direct, np.sort(np.r_[pred, -pred]), atol=1e-9)

# Determinant of the chain against the two-root closed form.
for N in range(1, 10):
    s_, d_, m_ = rng.uniform(0.4, 1.6, 3)
    lp, lm = transfer_roots(s_, d_, m_)
    a = (lp - d_**2) / (lp - lm)
    b = (d_**2 - lm) / (lp - lm)
    assert a > 0 and b > 0
    closed = a * lp**N + b * lm**N
    size = a * lp**N + b * abs(lm)**N
    assert abs(np.linalg.det(chain(N, s_, d_, m_)) - closed) < 1e-10 * size

# Thickness criterion on random stacks, including ones that never turn.
seen = set()
for _ in range(300):
    s_, d_, m_ = rng.uniform(0.2, 1.6, 3)
    turns = s_**2 < d_**2 + m_**2
    for N in (1, 2, 3, 4, 7, 8, 13):
        expect = int(N % 2 == 1 and turns
                     and N > critical_thickness(s_, d_, m_))
        assert chern_signature(N, s_, d_, m_) == expect
        seen.add((N % 2, bool(turns), expect))
assert {(1, True, 1), (1, True, 0), (1, False, 0)} <= seen

# Bulk determinant of the four-site magnetic cell.
s, d, mu, q = sp.symbols("s d mu q", real=True)
ph = sp.exp(sp.I * q)
cell = sp.Matrix([[mu, s, 0, d / ph], [s, mu, d, 0],
                  [0, d, -mu, s], [d * ph, 0, s, -mu]])
bulk = (mu**2 + d**2 - s**2)**2 + 2 * s**2 * d**2 * (1 - (ph + 1 / ph) / 2)
assert sp.simplify(sp.expand(cell.det() - bulk)) == 0

# PT symmetry alone removes the curvature of an even film: random
# perturbations, also of the velocities, before and after PT averaging.
N = 4
H0, Hx, Hy = film(N, S, D, m)
PT = np.kron(np.fliplr(np.eye(2 * N)), 1j * SY)


def random_hermitian(scale):
    Z = rng.normal(size=(4 * N, 4 * N)) + 1j * rng.normal(size=(4 * N, 4 * N))
    return scale * (Z + Z.conj().T) / 2


def pt_average(V):
    return (V + PT @ V.conj() @ PT.conj().T) / 2


assert np.allclose(pt_average(H0 + 5 * Hx + 3 * Hy), H0 + 5 * Hx + 3 * Hy)
V0, V1, V2 = [random_hermitian(w) for w in (1.0, 0.03, 0.03)]


def perturbed_curvature(W0, W1, W2):
    X, Y = Hx + W1, Hy + W2
    return curvature(H0 + W0 + 12.0 * X + 9.0 * Y, X, Y)


curv_broken = perturbed_curvature(V0, V1, V2)
curv_pt = perturbed_curvature(*[pt_average(V) for V in (V0, V1, V2)])
assert abs(curv_pt) < 1e-13 and abs(curv_broken) > 1e-8

# Surface picture for weak exchange and thick films.
r = S / D
contrast = (D**2 - S**2) / (D**2 + S**2)


def hybridization(N):
    return D * (1 - r**2) * r**N


ms = 1.0 * contrast
lev = levels(15, S, D, 1.0)[14:16]
dl = hybridization(15)
assert np.allclose(lev, [ms - dl, ms + dl], rtol=0.02)
lev = levels(16, S, D, 1.0)[15:17]
dl = hybridization(16)
assert np.allclose(lev, np.array([-1, 1]) * np.hypot(ms, dl), rtol=0.02)

# Worked example.
lp, lm = transfer_roots(S, D, m)
Nc = critical_thickness(S, D, m)
print(f"hopping S = {S:.0f} meV, D = {D:.0f} meV, exchange m = {m:.0f} meV")
print(f"t = {m**2 + D**2 - S**2:.0f} meV^2")
print(f"lambda_plus = {lp:.1f} meV^2, lambda_minus = {lm:.1f} meV^2")
print(f"ratio lambda_plus/|lambda_minus| = {lp / -lm:.4f}")
print(f"ratio b/a = {(D**2 - lm) / (lp - D**2):.3f}")
print(f"critical thickness N_c = {Nc:.3f} layers")
print("N | two middle levels of h (meV) | gap (meV) | C | curvature integral")
for N in range(1, 11):
    ev = levels(N, S, D, m)
    C = chern_signature(N, S, D, m)
    Ci = chern_integral(N, S, D, m)
    assert abs(Ci - C) < 1e-3
    assert C == int(N % 2 == 1 and N > Nc)
    print(f"{N:2d} | {ev[N-1]:8.3f} {ev[N]:8.3f} | "
          f"{2 * np.min(abs(ev)):7.3f} | {C} | {abs(Ci):.4f}")

for N in (5, 6, 7, 8):
    CL = chern_lattice(N, S, D, m)
    assert abs(CL - chern_signature(N, S, D, m)) < 1e-6
    print(f"lattice Chern number, N = {N}: {abs(CL):.4f}")

for N in (1, 3, 5, 7, 9):
    mc = brentq(lambda w: levels(N, S, D, w)[N - 1], 1e-6, 2 * S, xtol=1e-11)
    assert abs(critical_thickness(S, D, mc) - N) < 1e-6
    print(f"critical exchange for N = {N}: {mc:.3f} meV")

print(f"surface mass, first order in m: {m * contrast:.3f} meV")
for N in (3, 5, 7, 9):
    print(f"surface hybridization, N = {N}: {hybridization(N):.3f} meV")
for N in (40, 41):
    print(f"gap of thick film, N = {N}: "
          f"{2 * np.min(abs(levels(N, S, D, m))):.3f} meV")

S2 = 130.0
odd = [chern_signature(N, S2, D, m) for N in range(1, 42, 2)]
assert not any(odd)
print(f"contrast stack S = {S2:.0f} meV: t = {m**2 + D**2 - S2**2:.0f} meV^2, "
      f"largest C for odd N up to 41 = {max(odd)}")
print(f"even film N = 4, curvature with PT-breaking terms: "
      f"{abs(curv_broken):.2e} meV^-2")
print(f"same film, PT-symmetric terms: below 1e-13 meV^-2 is "
      f"{abs(curv_pt) < 1e-13}")
print(f"Hall conductance e^2/h = {e_charge**2 / h_planck * 1e6:.4f} microsiemens")
print("all assertions hold")
```

Running it gives:

```
hopping S = 90 meV, D = 120 meV, exchange m = 30 meV
t = 7200 meV^2
lambda_plus = 14984.2 meV^2, lambda_minus = -7784.2 meV^2
ratio lambda_plus/|lambda_minus| = 1.9250
ratio b/a = 37.974
critical thickness N_c = 5.553 layers
N | two middle levels of h (meV) | gap (meV) | C | curvature integral
 1 |  -60.000  120.000 | 120.000 | 0 | 0.0000
 2 |  -46.277   46.277 |  92.554 | 0 | 0.0000
 3 |  -14.662   40.702 |  29.323 | 0 | 0.0000
 4 |  -20.586   20.586 |  41.172 | 0 | 0.0000
 5 |   -1.922   22.918 |   3.845 | 0 | 0.0000
 6 |  -12.771   12.771 |  25.541 | 0 | 0.0000
 7 |    3.472   15.837 |   6.944 | 1 | 1.0000
 8 |  -10.232   10.232 |  20.464 | 0 | 0.0000
 9 |    6.137   12.542 |  12.273 | 1 | 1.0000
10 |   -9.465    9.465 |  18.930 | 0 | 0.0000
lattice Chern number, N = 5: 0.0000
lattice Chern number, N = 6: 0.0000
lattice Chern number, N = 7: 1.0000
lattice Chern number, N = 8: 0.0000
critical exchange for N = 1: 90.000 meV
critical exchange for N = 3: 52.728 meV
critical exchange for N = 5: 33.912 meV
critical exchange for N = 7: 21.520 meV
critical exchange for N = 9: 13.108 meV
surface mass, first order in m: 8.400 meV
surface hybridization, N = 3: 22.148 meV
surface hybridization, N = 5: 12.458 meV
surface hybridization, N = 7: 7.008 meV
surface hybridization, N = 9: 3.942 meV
gap of thick film, N = 40: 18.312 meV
gap of thick film, N = 41: 18.312 meV
contrast stack S = 130 meV: t = -1600 meV^2, largest C for odd N up to 41 = 0
even film N = 4, curvature with PT-breaking terms: 3.76e-05 meV^-2
same film, PT-symmetric terms: below 1e-13 meV^-2 is True
Hall conductance e^2/h = 38.7405 microsiemens
all assertions hold
```
